\section*{Why a Scissors Correction Shifts or Weakens the Imaginary Permittivity}

\section{The result}

A scissors correction raises all empty bands of an insulator by a constant $\Delta$ and leaves the orbitals unchanged. If the imaginary permittivity was $\varepsilon_2(\omega)$ before, then afterwards
\begin{equation}
\varepsilon_2^{S}(\omega)=\varepsilon_2(\omega-\Delta).
\label{rigid}
\end{equation}
If the old velocity matrix elements are combined with the new energies, the result is instead
\begin{equation}
\varepsilon_2^{U}(\omega)=\left(\frac{\omega-\Delta}{\omega}\right)^2\varepsilon_2(\omega-\Delta),
\label{weak}
\end{equation}
which is weaker for $\Delta>0$ and stronger for $\Delta<0$. Fixed orbitals fix the position elements, but not the velocity elements: the scissors operator is nonlocal and contributes to the velocity. Omitting that contribution causes the weakening.

Both formulas hold for independent electrons, full valence and empty conduction bands, long wavelengths and no local fields, with $\omega>0$, $\omega>\Delta$ and all corrected gaps open. Hartree atomic units are used until the film example.

\section{Position and velocity elements}

Let a field $E_0\cos\omega t$ act along $x$. The golden rule gives each transition from valence state $v$ to conduction state $c$ the rate $2\pi|E_0x_{cv}/2|^2\delta(\omega-\omega_{cv})$, where $\omega_{cv}=E_c-E_v$. Multiplying by $\omega$, by 2 for spin and by $1/V$ gives the absorbed power per volume. Equating it to the macroscopic loss $\omega\varepsilon_2E_0^2/(8\pi)$ yields
\begin{equation}
\varepsilon_2(\omega)=\frac{8\pi^2}{V}\sum_{cvk}|x_{cv}|^2\delta(\omega-\omega_{cv}).
\label{length}
\end{equation}
In a crystal, $x\,e^{ikx}u=-i\partial_k(e^{ikx}u)+e^{ikx}\,i\partial_ku$. The second term supplies the interband element $x_{cv}=i\langle u_c|\partial_ku_v\rangle$, which depends on the orbitals alone.

The velocity operator is $\partial_kH(k)$. Differentiating $Hu_v=E_vu_v$ and projecting on $u_c$ gives
\begin{equation}
v_{cv}=\langle u_c|\partial_kH|u_v\rangle=-\omega_{cv}\langle u_c|\partial_ku_v\rangle=i\omega_{cv}x_{cv}.
\label{vx}
\end{equation}
Since the delta function sets $\omega_{cv}=\omega$, equation (\ref{length}) may also be written
\begin{equation}
\varepsilon_2(\omega)=\frac{8\pi^2}{V\omega^2}\sum_{cvk}|v_{cv}|^2\delta(\omega-\omega_{cv}).
\label{velocity}
\end{equation}

The corrected Hamiltonian is $H_S(k)=H(k)+\Delta P_c(k)$, with $P_c=\sum_c|u_c\rangle\langle u_c|$. In (\ref{length}) only the delta function changes, to $\delta(\omega-\Delta-\omega_{cv})$, and (\ref{rigid}) follows.

In (\ref{velocity}) the velocity changes too. Orthogonality, $\langle u_c|u_v\rangle=0$, gives $\langle\partial_ku_c|u_v\rangle=-\langle u_c|\partial_ku_v\rangle$, so
\begin{align}
\langle u_c|\partial_kP_c|u_v\rangle&=\langle\partial_ku_c|u_v\rangle=ix_{cv},\\
v^S_{cv}&=i\omega_{cv}x_{cv}+i\Delta x_{cv}
=v_{cv}\left(1+\frac{\Delta}{\omega_{cv}}\right).
\label{rescale}
\end{align}
With this element, $|v^S_{cv}|^2/\omega^2=|x_{cv}|^2$ at the new resonance $\omega=\omega_{cv}+\Delta$, and the rigid shift returns. With the old element, $|v_{cv}|^2/\omega^2=(\omega-\Delta)^2|x_{cv}|^2/\omega^2$, which is (\ref{weak}).

\section{A solvable crystal}

Take one dimension, period $a$, $G=2\pi/a$, and the potential $g\cos Gx$, whose Fourier coefficient is $g/2$. Near the zone boundary put $k=G/2+q$ and keep the plane waves with wavenumbers $q\pm G/2$. Their kinetic energies are $q^2/2+G^2/8\pm Gq/2$, so
\begin{equation}
H=\frac{q^2}{2}+\frac{G^2}{8}+\frac{w}{2}\,\mathbf n\cdot\boldsymbol\sigma,\quad
\mathbf n=\frac{(g,0,Gq)}{w},\quad w=\sqrt{g^2+G^2q^2}.
\end{equation}
The gap at $q$ is $w$, with minimum $g$. The model requires $g\ll G^2/2$; the $q$ integrals may then run to infinity.

The velocity is $q+(G/2)\sigma_z$. Between the two eigenstates, $\sigma_z$ has an element equal in size to the part of $\hat{\mathbf z}$ perpendicular to $\mathbf n$, namely $g/w$. Hence
\begin{equation}
|v_{cv}|=\frac{Gg}{2w},\qquad |x_{cv}|=\frac{Gg}{2w^2}.
\end{equation}
The scissors velocity can be seen directly. Since $P_c=(1+\mathbf n\cdot\boldsymbol\sigma)/2$, its derivative is $\mathbf n'\cdot\boldsymbol\sigma/2$. The vector $\mathbf n$ turns through the angle $\arctan(Gq/g)$, at the rate $Gg/w^2$, so the interband element of $\partial_kP_c$ has size $Gg/(2w^2)=|x_{cv}|$, as (\ref{rescale}) requires.

For chains of cross-section $S$, the sum in (\ref{length}) is $L\int dq/2\pi$ with $V=LS$. Two values of $q$ contribute, each with $|dw/dq|=G\sqrt{\omega^2-g^2}/\omega$. Therefore
\begin{equation}
\varepsilon_2(\omega)=\frac{2\pi G}{S}\,\frac{g^2}{\omega^3\sqrt{\omega^2-g^2}},\qquad \omega>g.
\label{spectrum}
\end{equation}

\section{What the old velocity describes}

A sudden uniform vector potential replaces $k$ by $k+\kappa$ in the Hamiltonian. Write $\Omega=\omega_{cv}+\Delta$. If the scissors operator is coupled too, the old valence state contains the new conduction state with amplitude $-\kappa\langle u_c|\partial_ku_v\rangle=i\kappa x_{cv}$. Its interference with the valence state, through $v^S_{cv}=i\Omega x_{cv}$, gives the current $2\kappa\Omega|x_{cv}|^2\cos\Omega t$. The valence band's own contribution, $\kappa\,\partial_k^2E_v$, integrates to zero over the zone. The oscillations dephase and no steady current remains, as befits an insulator.

Now leave $P_c$ at the old $k$. For a local potential the perturbation is $\kappa v$ plus a constant, and the current operator is $v+\kappa$. The conduction amplitude obeys $i\dot c=\Omega c+\kappa v_{cv}$, so $c=-(\kappa v_{cv}/\Omega)(1-e^{-i\Omega t})$. To first order the current per electron, divided by $\kappa$, is
\begin{equation}
\frac{j(t)}{\kappa}=1-\left\langle\sum_c\frac{2|v_{cv}|^2}{\Omega}(1-\cos\Omega t)\right\rangle,
\end{equation}
with brackets for the zone average. The oscillating strength is $2|v_{cv}|^2/\Omega=2\Omega|x_{cv}|^2(\omega_{cv}/\Omega)^2$: the factor in (\ref{weak}). A steady part also survives,
\begin{equation}
D=1-\left\langle\sum_c\frac{2|v_{cv}|^2}{\Omega}\right\rangle .
\end{equation}
The unrescaled velocity thus describes a scissors operator that does not feel the vector potential, and the price is a false free-electron response in an insulator.

In the two-wave crystal, set $\delta=\Delta/g$ and $Gq=g\sinh y$, so $w=g\cosh y$. The zone average is $(1/G)\int dq$, and
\begin{align}
1-D&=\frac12\int_{-\infty}^{\infty}\frac{dy}{\cosh y(\cosh y+\delta)}\nonumber\\
&=\frac1{2\delta}\int_{-\infty}^{\infty}\left(\frac1{\cosh y}-\frac1{\cosh y+\delta}\right)dy\nonumber\\
&=\frac{1}{2\delta}\left[\pi-\frac{2\arccos\delta}{\sqrt{1-\delta^2}}\right],\quad 0<\delta<1.
\end{align}
The last integral follows from $t=\tanh(y/2)$. As $\delta\to0$ the first line tends to $\frac12\int dy/\cosh^2y=1$, so $D$ vanishes without a correction.

For $a=8$ bohr, $g=0.06$ and $\Delta=0.03$ hartree, $\delta=1/2$ and $D=1-\pi+4\pi/(3\sqrt3)=0.277$. A nine-plane-wave calculation of the kicked current gives 0.2785, and zero to four decimals when the scissors operator is coupled. Fourier transforming the currents tests the spectra as well. For an old transition energy of 0.10 hartree, the shifted $\varepsilon_2$ divided by the old one is 1.001 with coupling and 0.591 without; (\ref{weak}) predicts $(0.10/0.13)^2=0.592$.

The rigid shift has its own effect on sum rules. Substituting $\omega=\omega'+\Delta$ gives
\begin{equation}
\int\omega\,\varepsilon_2^S\,d\omega=\int\omega'\varepsilon_2\,d\omega'+\Delta\int\varepsilon_2\,d\omega'.
\end{equation}
The area is kept, but for $\Delta>0$ the f-sum rises above its value for a local potential. In the two-wave crystal the relative rise is $2\Delta\langle|x_{cv}|^2\rangle=\pi\delta/4=0.39$; the nine-wave value is 0.3955. This excess comes from the nonlocality of $H_S$ and is no reason to restore the old velocity.

\section{When the orbitals change}

Suppose that a stronger local potential, not a scissors operator, raises the gap from $g$ to $g'=g+\Delta$. At the zone boundary $|v_{cv}|=G/2$ does not depend on the gap, while $|x_{cv}|=G/(2g)$ falls. In the nine-wave crystal, with the same gap increase, the squared velocity element changes by a factor 1.01 and the squared position element by 0.45.

The old velocity element is then nearly right at the edge, yet (\ref{weak}) is still not the spectrum, because the bands also change curvature. Equation (\ref{spectrum}) at a small energy $\eta$ above the edge is proportional to $g^{-3/2}\eta^{-1/2}$. Relative to the rigid shift, the local potential therefore gives the factor $(g/g')^{3/2}$, whereas (\ref{weak}) gives $(g/g')^2$. For $g'/g=3/2$ these are 0.54 and 0.44. Both are limits for $\eta\ll g$. Further from the edge the local-potential factor grows, and by (\ref{spectrum}) it is about 1.1 at $\eta=0.08$ hartree, where (\ref{weak}) gives 0.68. Fixed position elements belong to the scissors model; they are not a law for every gap correction.

\section{Consequences for an oxide film}

Consider a film with the Tauc--Lorentz spectrum
\begin{equation}
\varepsilon_2(E)=\frac{AE_0C(E-E_g)^2}{E[(E^2-E_0^2)^2+C^2E^2]},\qquad E>E_g,
\end{equation}
with $E_g=4.0$, $A=120$, $E_0=7.0$, $C=3.0$ and $\Delta=1.7$, all in eV. At the new edge, 5.7 eV, the weakening factor is $(4.0/5.7)^2=0.49$. The rigid shift moves the peak from 7.25 to 8.95 eV and keeps its height of 7.56. The old velocity lowers the height to 4.97 and places the peak at 9.01 eV. The extra displacement arises because the factor in (\ref{weak}) grows with energy for $\Delta>0$, so the weakened curve is still rising where the rigid one has its maximum.

At 193 nm (6.42 eV) the factor is $(4.72/6.42)^2=0.54$, and $\varepsilon_2$ falls from 0.306 to 0.166. The absorption coefficient falls less, from $4.3\times10^4$ to $2.7\times10^4$ cm$^{-1}$: it is proportional to $\kappa=\varepsilon_2/(2n)$, with $\kappa$ now the extinction coefficient, and the index $n$ is lowered too.

Below the gap the loss of strength acts through the Kramers--Kronig relation
\begin{equation}
\varepsilon_1(\omega)=1+\frac2\pi\,\mathrm P\!\int_0^\infty\frac{\omega'\varepsilon_2(\omega')}{\omega'^2-\omega^2}\,d\omega'.
\end{equation}
At 633 nm this gives an index of 1.765 for the rigid shift and 1.564 for the weakened spectrum. The second value uses only $\varepsilon_2$ at positive frequencies. It leaves out the false free-electron response found above, which would add a negative term proportional to $1/\omega^2$ to $\varepsilon_1$. The f-sum missing from the weakened spectrum is 12\% of the old one (15\% if the slowly decaying Tauc--Lorentz tail is cut at 30 eV). The corresponding term is about $-8$ at this wavelength, enough to make $\varepsilon_1$ negative if it were kept. If a 100 nm film is read from its optical path $nd$ at this wavelength, with the path held fixed, the weakened index returns $100\times1.765/1.564=113$ nm.

These parameters lie in the rough regime of hafnium dioxide, but they are not a fit. The rigid-shift index is below the rough 1.9 to 2.1 of hafnium dioxide films; the closeness of the uncorrected value, 1.906, does not validate the uncorrected gap. The independent-particle formulas also leave out the attraction between electron and hole, which changes the spectrum near the edge. With a rough reduced mass of 0.5, a hydrogenic estimate of electron--hole attraction multiplies $\varepsilon_2$ at 193 nm by about 1.6 for a static screening constant of 20, and by about 6 for the electronic value of 3.0. Both factors assume allowed transitions between parabolic bands, whose absorption starts as a square root and not quadratically as in the Tauc--Lorentz form. In the second case, moreover, the exciton radius is 0.3 nm, below a lattice spacing, so the number is only a scale. The smaller factor would offset most of the weakening by 0.54, the larger far more than all of it. A measured edge therefore cannot decide between (\ref{rigid}) and (\ref{weak}) unless the attraction is included.

For the index at 633 nm the weakening can be compared with rough changes of other origin. The first of these counts only a lowering of the gaps by the attraction, not its effect on the strengths. Lowering all gaps by the larger exciton binding, 0.74 eV, changes it by $+0.05$ at fixed position elements ($+0.11$ at fixed oscillator strengths). A correction that grows by 0.1 eV per eV changes it by $-0.03$, as do local fields assumed to remove 5\% of $\varepsilon_1-1$. Heating by 100 K, at an assumed gap reduction of 0.5 meV/K, adds 0.003. The unrescaled velocity changes it by $-0.20$ through $\varepsilon_2$ alone, without the false free-electron term; this is more than the estimates listed, but the list is incomplete. The effect of the attraction on the strengths need not be smaller: the hydrogenic factor, applied crudely to the rigid spectrum up to 10 eV, raises the index by 0.1 for the screening constant 20 and by far more than 0.2 for 3.0. The rigid-shift index also lies 0.13 to 0.33 below the film range quoted above. A measured index therefore cannot isolate the weakening either. The numerical output lists the remaining values.

\section*{Computed results}
\begin{verbatim}
Crystal: period 8.0 bohr, potential coefficient 0.030 Ha
Crystal: edge gap 0.0599 Ha, scissors shift 0.030 Ha
Crystal: spectral broadening 0.003 Ha
w=0.10 Ha: eps2(w+shift)/old eps2(w), coupled 1.0010, uncoupled 0.5912, formula 0.5917
w=0.14 Ha: eps2(w+shift)/old eps2(w), coupled 1.0003, uncoupled 0.6780, formula 0.6782
w=0.18 Ha: eps2(w+shift)/old eps2(w), coupled 1.0002, uncoupled 0.7346, formula 0.7347
w=0.22 Ha: eps2(w+shift)/old eps2(w), coupled 1.0001, uncoupled 0.7743, formula 0.7744
Steady current, no scissors / coupled: 0.0000 / 0.0000
Steady current, uncoupled: 0.2785; formula 0.2785
Initial current (f-sum), none / coupled: 1.0000 / 1.3955
Local gap opening: potential coefficient 0.0452 Ha
Local gap opening: squared velocity ratio 1.0118
Local gap opening: squared position ratio 0.4490
Squared gap ratio at the edge 0.4437
Film: old gap 4.0 eV, shift 1.7 eV, new gap 5.7 eV
Film: Tauc-Lorentz A 120 eV, E0 7.0 eV, C 3.0 eV
Photon energy at 633 nm: 1.959 eV; at 193 nm: 6.424 eV
Weakening factor at new gap 0.492, at 193 nm 0.541
uncorrected: peak at 7.246 eV, height 7.558
uncorrected: electronic eps1(0) 3.457, index at 633 nm 1.906
uncorrected: at 193 nm eps2 5.346, absorption 6.286e+05 1/cm
uncorrected: area / old 1.000, f-sum / old 1.000
rigid shift: peak at 8.946 eV, height 7.558
rigid shift: electronic eps1(0) 3.027, index at 633 nm 1.765
rigid shift: at 193 nm eps2 0.306, absorption 4.316e+04 1/cm
rigid shift: area / old 1.000, f-sum / old 1.147
unrescaled velocity: peak at 9.007 eV, height 4.966
unrescaled velocity: electronic eps1(0) 2.388, index at 633 nm 1.564
unrescaled velocity: at 193 nm eps2 0.166, absorption 2.746e+04 1/cm
unrescaled velocity: area / old 0.710, f-sum / old 0.877
True thickness 100 nm, read with weakened index 112.9 nm
Index error from unrescaled velocity -0.201
Rough reduced mass 0.5 electron masses
Exciton, screening 3.03: binding 0.743 eV, radius 0.32 nm
  edge enhancement of eps2 at 193 nm: factor 6.37
Exciton, screening 20.00: binding 0.017 eV, radius 2.12 nm
  edge enhancement of eps2 at 193 nm: factor 1.56
Index change, all gaps lowered by larger binding +0.054
Index change, correction growing 0.10 eV per eV -0.026
Index change, local fields removing 5 % of eps-1 -0.030
Heating 100 K at 0.5 meV/K: index change +0.0034
\end{verbatim}
